How s* Gives Nearest-Neighbour Silicon Its Indirect Gap

**1. One s orbital and one p orbital at X**

At the zone-boundary point X of the diamond lattice, an s orbital on one atom couples to a single p orbital on the other. The conduction level there follows from a quadratic equation.

Take orthogonal orbitals, hopping between nearest neighbours alone, and no spin-orbit coupling. Atom A has four neighbours C at d = (a/4)(1,1,1), (a/4)(1,−1,−1), (a/4)(−1,1,−1) and (a/4)(−1,−1,1). Let (u₁,u₂,u₃) be the signs in d. Bloch sums carry the phase exp(ik·d), so every hopping contains one of

g₀ = ¼ Σ exp(ik·d),  gᵢ = ¼ Σ uᵢ exp(ik·d).

The direction cosines are uᵢ/√3. Collecting constants gives

V_ss = 4V_ssσ,  V_sp = 4V_spσ/√3,
V_xx = 4(V_ppσ + 2V_ppπ)/3,  V_xy = 4(V_ppσ − V_ppπ)/3.

The elements from A to C are then:

- s to s: V_ss g₀
- s to pᵢ: V_sp gᵢ
- pᵢ to s: −V_sp gᵢ, the minus sign coming from the odd p lobe
- pᵢ to pᵢ: V_xx g₀
- pᵢ to pⱼ: V_xy gₗ, with l the third axis

On the line Δ from Γ to X, k = (2π/a)(x,0,0). Put θ = πx/2. Two bonds have phase exp(iθ) and two have exp(−iθ), so

g₀ = cos θ,  g₁ = i sin θ,  g₂ = g₃ = 0.

At X, θ = π/2 and g₀ = 0. The s orbital on A couples to p_x on C by iV_sp, and p_x on A couples to s on C by −iV_sp. Both pairs obey

(E − E_s)(E − E_p) = V_sp²,
E = (E_s + E_p)/2 ± √[((E_s − E_p)/2)² + V_sp²].

The published Vogl parameters for silicon, in eV, are E_s = −4.2000, E_p = 1.7150, V_ss = −8.3000, V_xx = 1.7150, V_xy = 4.5750 and V_sp = 5.7292. They give

E = −1.2425 ± √(2.9575² + 5.7292²) = −1.2425 ± 6.448,

that is, −7.690 and 5.205 eV. The p_y and p_z orbitals couple by iV_xy and give E_p ± V_xy = −2.860 and 6.290 eV. Each of these four levels is twofold. Eight valence electrons per cell fill four bands, so the lowest conduction level at X is 5.205 eV.

This level is high because s lies below p and repels it upward. The right side of the quadratic is not negative, so the upper root cannot lie below E_p. The two roots also sum to E_s + E_p, so lowering the upper one raises the deep valence level equally.

**2. What Γ fixes**

At Γ, g₀ = 1 and the other sums vanish. The levels are

E_s ± V_ss = −12.500 and 4.100 eV,
E_p ± V_xx = 3.430 and 0 eV (threefold each).

The zero of energy is the valence top. These four levels determine E_s, E_p and the magnitudes of V_ss and V_xx, and the X level at −2.860 eV determines the magnitude of V_xy. If these five levels and the published signs of the three hoppings are kept, V_sp is the one free parameter of the sp³ model. Could a smaller V_sp give silicon's valley near X?

**3. The competitor at L**

At L, k = (π/a)(1,1,1). One bond has phase exp(3iπ/4) = −η and three have η = exp(−iπ/4). Therefore

g₀ = (−η + 3η)/4 = η/2,
g₁ = (−η + η − η − η)/4 = −η/2 = g₂ = g₃.

Absorb η into the orbitals on C. For p∥ = (p_x + p_y + p_z)/√3, the p∥–p∥ hopping is V_xx/2 − V_xy. The s–p∥ hopping is −w from s on A and +w from p∥ on A, with w = √3V_sp/2.

Form (s_A + σs_C)/√2 with σ = ±1. Its coupling to (p_A − σp_C)/√2 is ½(σw + σw) = σw; its coupling to (p_A + σp_C)/√2 is ½(−σw + σw) = 0. For σ = −1 the diagonal energies are

ε_s = E_s − V_ss/2 = −0.050 eV,
ε_p = E_p + V_xx/2 − V_xy = −2.0025 eV,

and the upper root is

E_L = −1.026 + √(0.976² + ¾·5.7292²) = 4.031 eV.

The σ = +1 block has diagonal energies −8.350 and 5.4325 eV, so its upper root lies above 5.4 eV. For p orbitals perpendicular to (1,1,1), the equal off-diagonal elements −V_xy/2 contribute +V_xy/2, giving E_p ± (V_xx + V_xy)/2 = 4.860 and −1.430 eV. The L conduction level is thus 4.031 eV.

Reducing V_sp in the sp³ model gives, in eV:

V_sp | X | L | lowest on Δ
5.73 | 5.205 | 4.031 | 3.430
5.00 | 4.567 | 3.413 | 3.430
4.00 | 3.732 | 2.573 | 3.430
3.00 | 2.970 | 1.749 | 2.947

The Δ line includes Γ, whose level stays at 3.430 eV. L drops below Γ first. An sp³ model can therefore have an indirect gap, but here in the wrong valley. The numerical check varies V_sp from 0 to 8 eV in steps of 0.1 eV; at no step is the Δ line lower than both Γ and L. At V_sp = 5, 4, 3 and 2 eV the conduction minimum of the zone is at L and the valence top at Γ. At smaller values the valence top leaves Γ and the gap closes: it is almost zero at 1 eV, and the bands overlap at 0.3 eV. This conclusion concerns sp³ models with the five levels and the signs of V_ss, V_xx and V_xy held fixed, not every possible sp³ fit.

**4. The s* contribution**

Add to each atom an orbital s* of s symmetry with E_* = 6.6850 eV. It hops to neighbouring p orbitals with V_*p = 5.3749 eV; the model sets its hopping to s and s* to zero. Since the s*–p element is V_*p gᵢ, it vanishes at Γ. There s* adds two levels at 6.685 eV and leaves the others unchanged.

On Δ, the hopping matrix from A to C among s, s* and p_x is Hermitian:

M = [ V_ss cos θ, 0, iV_sp sin θ ]
  [ 0, 0, iV_*p sin θ ]
  [ −iV_sp sin θ, −iV_*p sin θ, V_xx cos θ ].

The combinations (A + σC)/√2 therefore separate into two blocks, each with on-site energies plus σM. The amplitudes obey

(E − E_s − σV_ss cos θ)c_s = iσV_sp sin θ c_p,
(E − E_*)c_* = iσV_*p sin θ c_p,
(E − E_p − σV_xx cos θ)c_p = −iσ sin θ (V_sp c_s + V_*p c_*).

Insert the first two into the third and use (−iσ)(iσ) = 1:

E − E_p − σV_xx cos θ = sin²θ [V_sp²/(E − E_s − σV_ss cos θ) + V_*p²/(E − E_*)].

At X this becomes

E − E_p = V_sp²/(E − E_s) + V_*p²/(E − E_*).

The conduction solution is 1.630 eV. There the s term is 32.82/5.830 = +5.63 eV and the s* term is 28.89/(−5.055) = −5.72 eV. They nearly cancel, leaving the level 0.085 eV below E_p. No value of V_sp could bring the sp³ level there while E_p stayed fixed.

**5. The same competition near Γ**

Follow the σ = +1 branch from E_Γ = E_p + V_xx = 3.430 eV. To order θ², cos θ = 1 − θ²/2 and sin²θ = θ², and the denominators may be evaluated at Γ. Thus

E = E_Γ + θ² [−V_xx/2 + V_sp²/(E_Γ − E_s − V_ss) + V_*p²/(E_Γ − E_*)].

The three terms are

−0.858 + 32.82/15.930 + 28.89/(−3.255) = −0.858 + 2.060 − 8.875 eV.

Without s* the coefficient is +1.203 eV, so the branch rises. With s* it is −7.67 eV, so the branch falls towards X. The s* term is downward because E_* lies above E_Γ.

**6. Why X falls further than L**

The s* orbital lowers X from 5.205 to 1.630 eV and L from 4.031 to 2.496 eV: shifts of 3.575 and 1.535 eV. At L this is the σ = −1 state, and the analysis below concerns that state alone. The σ = +1 block, whose sp³ upper root is 7.033 eV, gives with s* a second level at 2.510 eV, only 0.014 eV higher; with V_*p larger by 5 % that level would be the lower of the two.

Let E₀ be the sp³ conduction level and w_p its p weight. At X, |c_s|²/|c_p|² = V_sp²/(E₀ − E_s)² = (E₀ − E_p)/(E₀ − E_s), hence

w_p = (E₀ − E_s)/(2E₀ − E_s − E_p) = 9.405/(9.405 + 3.490) = 0.729.

At L the same algebra with ε_s and ε_p gives w_p = 4.081/(4.081 + 6.033) = 0.403.

The squared coupling to s* is W² = g w_p V_*p², with g = 1 at X and g = ¾ at L, by the bond sums above. For weak coupling, second-order perturbation theory gives the shift W²/(E₀ − E_*).

At full strength, W at X is 4.590 eV while the separation E_* − E₀ is 1.480 eV, so that expansion fails. Keep instead the two coupled levels:

E = (E₀ + E_*)/2 − √[((E_* − E₀)/2)² + W²].

For X: 5.945 − √(0.740² + 4.590²) = 1.295 eV.
For L: 5.358 − √(1.327² + 2.957²) = 2.117 eV.

The full levels are higher by 0.33 and 0.38 eV. The omitted deep sp³ state also couples to s*; lying below the two-level solution, it pushes that solution up.

This estimate lets the causes be weighed. Its shifts are 3.91 eV at X and 1.91 eV at L, a difference of 2.00 eV. Change one factor at a time. The X separation with the L coupling gives a shift √(0.740² + 2.957²) − 0.740 = 2.31 eV. The L separation with the X coupling gives √(1.327² + 4.590²) − 1.327 = 3.45 eV. The coupling thus accounts for 3.91 − 2.31 = 1.6 eV or 3.45 − 1.91 = 1.5 eV of the difference, and the separation for the remaining 0.4 or 0.5 eV. Stronger coupling is the main cause. In W², the p weight favours X by a factor 1.81 and the bond geometry by 1.33.

**7. Why the minimum is inside the zone**

At X the diagonal of M vanishes. Reversing the sign of p then turns the σ = +1 block into the σ = −1 block, so their levels coincide. The derivative of σM at θ = π/2 is diagonal, with entries −σV_ss, 0 and −σV_xx. First-order perturbation theory gives

dE/dx = −σ(π/2)(V_ss w_s + V_xx w_p).

With s* present, the conduction weights at X are w_s = 0.312, w_p = 0.323 and w_* = 0.365. The slopes are therefore ±3.2 eV per unit x. The σ = +1 branch rises into X, so lower energies lie just inside the zone. The minimum is at x = 0.731, with energy 1.171 eV.

The crossing by itself does not make the gap indirect. In sp³, w_s = 0.271 and w_p = 0.729 also give nonzero slopes, about ±1.6 eV per unit x, but the X region lies far above Γ. The s* coupling lowers the region; the crossing places its minimum away from X.

Switching on V_*p gradually shows the order of events, in eV:

fraction of V_*p | X | L | lowest on Δ
0.25 | 4.589 | 3.844 | 3.430
0.50 | 3.592 | 3.424 | 3.141
0.75 | 2.587 | 2.948 | 2.189
1.00 | 1.630 | 2.496 | 1.171

At half strength the Δ valley is already lower than Γ and L, although X itself is still above both.

**8. What the repair achieves**

The numerical check diagonalizes the bond-by-bond Hamiltonian on 3345 points of the irreducible zone. With the original V_sp, the sp³ conduction minimum is at Γ and the gap is 3.430 eV. With s*, no mesh point lies below the Δ minimum. The valence top is at Γ in both cases, so the s* model has an indirect gap of 1.171 eV.

That gap comes from fitted parameters and is not a first-principles prediction. The added orbital also lowers the deep X valence level from −7.690 to −8.274 eV. The valley's shape remains poor: the ratio of transverse to longitudinal mass, obtained from inverse curvatures, is 2.19, whereas in real silicon it is roughly 0.2. The s* orbital moves the conduction minimum into the correct valley, on Δ, though at x = 0.73 rather than about 0.85 as in real silicon, and without the correct anisotropy.

Table of computed values

```
Inputs: published Vogl parameters for silicon (eV)
Es = -4.2000, Ep = 1.7150, Es* = 6.6850
Vss = -8.3000, Vxx = 1.7150, Vxy = 4.5750
Vsp = 5.7292, Vs*p = 5.3749
Gamma s levels: -12.500 and 4.100 eV
Gamma p levels: 0.000 and 3.430 eV
X upper valence level (both models): -2.860 eV
X deep valence level: sp3 -7.690, sp3s* -8.274 eV
X conduction level: sp3 5.205, sp3s* 1.630 eV
L conduction level: sp3 4.031, sp3s* 2.496 eV
Lowering by s*: X 3.575, L 1.535 eV
p weight of sp3 state: X 0.729, L 0.403
Gap up to s*: X 1.480, L 2.654 eV
X two-level: coupling 4.590, lower level 1.295 eV
L two-level: coupling 2.957, lower level 2.117 eV
Gamma theta^2 coefficient: sp3 1.203, sp3s* -7.672 eV
sp3 scan (eV): Vsp, X deep valence, X cond., L cond., Delta min
  5.7292 -7.690 5.205 4.031 3.430
  5.0000 -7.052 4.567 3.413 3.430
  4.0000 -6.217 3.732 2.573 3.430
  3.0000 -5.455 2.970 1.749 2.947
  2.0000 -4.813 2.328 0.962 2.137
s* switched on (eV): fraction of Vs*p, X, L, Delta min
  0.00 5.205 4.031 3.430
  0.25 4.589 3.844 3.430
  0.50 3.592 3.424 3.141
  0.75 2.587 2.948 2.189
  1.00 1.630 2.496 1.171
X conduction weights: s 0.312, p 0.323, s* 0.365
Branch slope at X: 3.196 eV per unit x
sp3 zone minimum at k = [0. 0. 0.] (2 pi/a), gap 3.430 eV
sp3s* minimum on Gamma-X line: x = 0.731
sp3s* indirect gap: 1.171 eV
Best mesh point with s*: [0.71875 0.      0.     ] (2 pi/a)
Points in zone mesh: 3345
Mass ratio transverse/longitudinal: 2.19
```
